# Counting Spin Functions and Valence-Bond Structures for the Benzene Pi System: test program

```python
# Result under test, with C(p,q) a binomial coefficient:
#   spin functions:  f(N,S)   = (2S+1)/(N+1) C(N+1, N/2-S)
#   Weyl-Paldus:     D(n,N,S) = (2S+1)/(n+1) C(n+1, N/2-S) C(n+1, N/2+S+1)
# N = electrons, n = independent spatial orbitals, S = total spin.
# Each count is of multiplets, i.e. of states at one fixed M.
# Benzene pi space (n=N=6, S=0): f = 5 covalent and D = 175 total singlets.
# The integer two_s stands for 2S throughout.
from collections import Counter
from itertools import combinations, product
from math import comb
import numpy as np
from scipy import sparse


def binom(p, q):
    return comb(p, q) if 0 <= q <= p else 0


def exact_ratio(top, bottom):
    quotient, remainder = divmod(top, bottom)
    assert remainder == 0
    return quotient


def spin_formula(N, two_s):
    return exact_ratio((two_s + 1) * binom(N + 1, (N - two_s) // 2), N + 1)


def weyl_formula(n, N, two_s):
    low, high = (N - two_s) // 2, (N + two_s) // 2
    return exact_ratio((two_s + 1) * binom(n + 1, low)
                       * binom(n + 1, high + 1), n + 1)


def tally_spins(s2_matrix):
    """Count eigenvectors of S^2 by the value of 2S."""
    root = np.sqrt(1 + 4 * np.linalg.eigvalsh(s2_matrix)) - 1
    two_s = np.rint(root).astype(int)
    assert np.max(np.abs(root - two_s)) < 1e-8
    return Counter(two_s.tolist())


def total_spin_squared(N):
    """S^2 for N spins one-half in the full product basis."""
    raise_one = np.array([[0.0, 1.0], [0.0, 0.0]])
    z_one = np.diag([0.5, -0.5])
    plus, z_total = np.zeros((2**N, 2**N)), np.zeros((2**N, 2**N))
    for k in range(N):
        left, right = np.eye(2**k), np.eye(2**(N - k - 1))
        plus += np.kron(np.kron(left, raise_one), right)
        z_total += np.kron(np.kron(left, z_one), right)
    return plus.T @ plus + z_total @ z_total + z_total


# Branching diagram: walk counts against diagonalization and closed form.
walks = {1: Counter({1: 1})}
for N in range(2, 9):
    walks[N] = Counter()
    for two_s, number in walks[N - 1].items():
        walks[N][two_s + 1] += number
        if two_s > 0:
            walks[N][two_s - 1] += number
for N in range(1, 9):
    found = tally_spins(total_spin_squared(N))
    for two_s in range(N % 2, N + 1, 2):
        low = (N - two_s) // 2
        assert found[two_s] == (two_s + 1) * spin_formula(N, two_s)
        assert walks[N][two_s] == spin_formula(N, two_s)
        assert binom(N, low) - binom(N, low - 1) == walks[N][two_s]


def pairings(sites):
    if not sites:
        yield []
        return
    first = sites[0]
    for k in range(1, len(sites)):
        for rest in pairings(sites[1:k] + sites[k + 1:]):
            yield [(first, sites[k])] + rest


def is_noncrossing(pairs):
    return not any(i < k < j < l or k < i < l < j
                   for (i, j), (k, l) in combinations(pairs, 2))


def paired_spin_function(pairs):
    """Product of alpha(i)beta(j)-beta(i)alpha(j); alpha=0, beta=1."""
    N = 2 * len(pairs)
    vector = np.zeros(2**N)
    for flips in product((0, 1), repeat=len(pairs)):
        index = 0
        for (i, j), flip in zip(pairs, flips):
            beta_site = i if flip else j
            index += 2**(N - 1 - beta_site)
        vector[index] += (-1)**sum(flips)
    return vector


# Rumer functions: leading spin words, independence and spanning.
for N in (2, 4, 6, 8):
    every = list(pairings(list(range(N))))
    rumer = [p for p in every if is_noncrossing(p)]
    leading = set()
    for pairs in rumer:
        vector = paired_spin_function(pairs)
        first_word = int(np.flatnonzero(vector)[0])
        opening_word = sum(2**(N - 1 - j) for i, j in pairs)
        assert first_word == opening_word
        leading.add(first_word)
    assert len(leading) == len(rumer) == spin_formula(N, 0)
    all_vectors = np.array([paired_spin_function(p) for p in every])
    rumer_vectors = np.array([paired_spin_function(p) for p in rumer])
    assert np.linalg.matrix_rank(all_vectors) == len(rumer)
    assert np.linalg.matrix_rank(rumer_vectors) == len(rumer)
crossed = paired_spin_function([(0, 2), (1, 3)])
uncrossed = (paired_spin_function([(0, 1), (2, 3)])
             + paired_spin_function([(0, 3), (1, 2)]))
assert np.array_equal(crossed, uncrossed)


def fermion_space(n):
    """Creation operators (alpha modes, then beta), occupations and S^2."""
    modes = 2 * n
    parity = sparse.csr_matrix(np.diag([1.0, -1.0]))
    create = sparse.csr_matrix(np.array([[0.0, 0.0], [1.0, 0.0]]))
    unit = sparse.identity(2, format="csr")
    creators = []
    for k in range(modes):
        op = sparse.identity(1, format="csr")
        for j in range(modes):
            factor = parity if j < k else create if j == k else unit
            op = sparse.kron(op, factor, format="csr")
        creators.append(op)
    states = np.arange(2**modes)
    occupied = (states[:, None] >> np.arange(modes - 1, -1, -1)) & 1
    m_value = (occupied[:, :n].sum(1) - occupied[:, n:].sum(1)) / 2
    plus = sum(creators[p] @ creators[n + p].T for p in range(n))
    s2 = plus.T @ plus + sparse.diags(m_value * (m_value + 1))
    return creators, occupied, m_value, s2.tocsr()


# Weyl-Paldus numbers for small spaces, from diagonalization of S^2.
for n in range(1, 5):
    _, occupied, _, s2 = fermion_space(n)
    for N in range(2 * n + 1):
        chosen = np.flatnonzero(occupied.sum(1) == N)
        found = tally_spins(s2[chosen][:, chosen].toarray())
        for two_s in range(N % 2, N + 1, 2):
            assert found[two_s] == (two_s + 1) * weyl_formula(n, N, two_s)

# Resolution by the number d of doubly occupied orbitals.
for n in range(1, 9):
    for N in range(2 * n + 1):
        for two_s in range(N % 2, N + 1, 2):
            total = sum(binom(n, d) * binom(n - d, N - 2 * d)
                        * spin_formula(N - 2 * d, two_s)
                        for d in range((N - two_s) // 2 + 1))
            assert total == weyl_formula(n, N, two_s)

# Six electrons in six orbitals: direct count in the M=0 determinants.
n = N = 6
creators, occupied, m_value, s2 = fermion_space(n)
six = occupied.sum(1) == N
sector = np.flatnonzero(six & (m_value == 0))
number_m1 = int(np.sum(six & (m_value == 1)))
s2_sector = s2[sector][:, sector].toarray()
multiplets = tally_spins(s2_sector)
for two_s in (0, 2, 4, 6):
    assert multiplets[two_s] == weyl_formula(n, N, two_s)
assert len(sector) - number_m1 == multiplets[0] == 175
assert sum((t + 1) * c for t, c in multiplets.items()) == six.sum()
doubles = (occupied[sector, :n] * occupied[sector, n:]).sum(1)
assert np.max(np.abs(s2_sector[doubles[:, None] != doubles])) < 1e-12
singlets_by_d = {}
for d in range(4):
    block = np.flatnonzero(doubles == d)
    singlets_by_d[d] = tally_spins(s2_sector[np.ix_(block, block)])[0]
    assert singlets_by_d[d] == (binom(n, d) * binom(n - d, N - 2 * d)
                                * spin_formula(N - 2 * d, 0))
assert singlets_by_d[0] == 5

# All valence-bond diagrams, including those with crossing bonds.
diagrams, keep = [], []
for d in range(4):
    for closed in combinations(range(n), d):
        others = [p for p in range(n) if p not in closed]
        for open_sites in combinations(others, N - 2 * d):
            for pairs in pairings(list(open_sites)):
                diagrams.append([(p, p) for p in closed] + pairs)
                keep.append(is_noncrossing(pairs))
keep = np.array(keep)
assert keep.sum() == 175


def structure_vectors(neighbour_overlap):
    """Normalized structures built from overlapping ring orbitals."""
    overlap = np.eye(n)
    for p in range(n):
        overlap[p, (p + 1) % n] = overlap[(p + 1) % n, p] = neighbour_overlap
    values, modes = np.linalg.eigh(overlap)
    assert values[0] > -1e-12
    values[np.abs(values) < 1e-12] = 0
    coefficients = (modes * np.sqrt(values)) @ modes.T
    up = [sum(coefficients[p, i] * creators[p] for p in range(n))
          for i in range(n)]
    down = [sum(coefficients[p, i] * creators[n + p] for p in range(n))
            for i in range(n)]
    pair_op = {(i, j): up[i] @ down[j] + up[j] @ down[i]
               for i in range(n) for j in range(i, n)}
    vectors = []
    for diagram in diagrams:
        vector = np.zeros(4**n)
        vector[0] = 1
        for pair in diagram:
            vector = pair_op[pair] @ vector
        norm = np.linalg.norm(vector)
        assert norm > 1e-8
        vectors.append(vector[sector] / norm)
    vectors = np.array(vectors)
    assert np.max(np.abs(vectors @ s2_sector)) < 1e-10
    return vectors, int(np.sum(values > 0)), values[0]


overlap_results = []
for neighbour_overlap in (0.0, 0.25, 0.5):
    vectors, orbital_rank, lowest = structure_vectors(neighbour_overlap)
    rumer_vectors = vectors[keep]
    spectrum = np.linalg.eigvalsh(rumer_vectors @ rumer_vectors.T)
    rank_rumer = int(np.sum(spectrum > 1e-9))
    rank_all = int(np.sum(np.linalg.eigvalsh(vectors @ vectors.T) > 1e-9))
    assert rank_rumer == rank_all == weyl_formula(orbital_rank, N, 0)
    overlap_results.append((neighbour_overlap, orbital_rank, lowest,
                            rank_rumer, spectrum[0]))
assert [r[1] for r in overlap_results] == [6, 6, 5]

print("All printed quantities are dimensionless")
print("Benzene pi space: electrons N =", N, ", orbitals n =", n)
for count in range(1, 7):
    row = ", ".join(f"S={t / 2:g}: {walks[count][t]}"
                    for t in range(count % 2, count + 1, 2))
    print(f"Branching numbers f for N={count}: {row}")
words = Counter(sum(w) for w in product((0, 1), repeat=N))
print("Spin words for N=6 with M=0:", words[3], ", with M=1:", words[2])
assert words[3] - words[2] == singlets_by_d[0]
six_pairings = list(pairings(list(range(N))))
print("All perfect pairings of six sites:", len(six_pairings))
bond_counts = Counter()
for pairs in six_pairings:
    if is_noncrossing(pairs):
        near = sum((j - i) in (1, N - 1) for i, j in pairs)
        bond_counts[near] += 1
        label = " ".join(f"({i + 1},{j + 1})" for i, j in pairs)
        print(f"Rumer pairing {label}: neighbour bonds = {near}")
assert bond_counts == Counter({2: 3, 3: 2})
print("Kekule structures:", bond_counts[3], ", Dewar:", bond_counts[2])
print("Determinants, all M:", int(six.sum()))
print("Determinants, M=0:", len(sector), ", M=1:", number_m1)
for two_s in (0, 2, 4, 6):
    print(f"Multiplets with S={two_s // 2}: {multiplets[two_s]}")
for d in range(4):
    placements = binom(n, d) * binom(n - d, N - 2 * d)
    print(f"Double occupations d={d}: placements={placements}, "
          f"spin couplings={spin_formula(N - 2 * d, 0)}, "
          f"singlets={singlets_by_d[d]}")
print("Total singlet structures:", sum(singlets_by_d.values()))
print("Diagrams if crossings are allowed:", len(diagrams))
for s, orbital_rank, lowest, rank, smallest in overlap_results:
    print(f"Neighbour overlap {s:.2f}: orbital rank={orbital_rank}, "
          f"lowest orbital-overlap eigenvalue={abs(lowest):.3f}")
    shown = f"{smallest:.5f}" if rank == 175 else "zero to rounding"
    print(f"  rank of 175 Rumer structures={rank}, "
          f"smallest structure-overlap eigenvalue={shown}")
print("verified")
```

Printed output:

```
All printed quantities are dimensionless
Benzene pi space: electrons N = 6 , orbitals n = 6
Branching numbers f for N=1: S=0.5: 1
Branching numbers f for N=2: S=0: 1, S=1: 1
Branching numbers f for N=3: S=0.5: 2, S=1.5: 1
Branching numbers f for N=4: S=0: 2, S=1: 3, S=2: 1
Branching numbers f for N=5: S=0.5: 5, S=1.5: 4, S=2.5: 1
Branching numbers f for N=6: S=0: 5, S=1: 9, S=2: 5, S=3: 1
Spin words for N=6 with M=0: 20 , with M=1: 15
All perfect pairings of six sites: 15
Rumer pairing (1,2) (3,4) (5,6): neighbour bonds = 3
Rumer pairing (1,2) (3,6) (4,5): neighbour bonds = 2
Rumer pairing (1,4) (2,3) (5,6): neighbour bonds = 2
Rumer pairing (1,6) (2,3) (4,5): neighbour bonds = 3
Rumer pairing (1,6) (2,5) (3,4): neighbour bonds = 2
Kekule structures: 2 , Dewar: 3
Determinants, all M: 924
Determinants, M=0: 400 , M=1: 225
Multiplets with S=0: 175
Multiplets with S=1: 189
Multiplets with S=2: 35
Multiplets with S=3: 1
Double occupations d=0: placements=1, spin couplings=5, singlets=5
Double occupations d=1: placements=30, spin couplings=2, singlets=60
Double occupations d=2: placements=90, spin couplings=1, singlets=90
Double occupations d=3: placements=20, spin couplings=1, singlets=20
Total singlet structures: 175
Diagrams if crossings are allowed: 215
Neighbour overlap 0.00: orbital rank=6, lowest orbital-overlap eigenvalue=1.000
  rank of 175 Rumer structures=175, smallest structure-overlap eigenvalue=0.14389
Neighbour overlap 0.25: orbital rank=6, lowest orbital-overlap eigenvalue=0.500
  rank of 175 Rumer structures=175, smallest structure-overlap eigenvalue=0.07122
Neighbour overlap 0.50: orbital rank=5, lowest orbital-overlap eigenvalue=0.000
  rank of 175 Rumer structures=50, smallest structure-overlap eigenvalue=zero to rounding
verified
```
